# Cholesky reduction and canonical orthogonalization of an ill-conditioned LAPW eigenproblem: test program

```python
"""
Result under test: for H c = eps S c with S = L L^T, the double-precision
eigenvalue errors of the Cholesky reduction A = L^-1 H L^-T are limited by
(unit roundoff) * kappa(S) * max|eps| times a modest function of the size N.
Canonical orthogonalization has the same limit if all vectors are kept;
discarding overlap eigenvalues s <= tau*s_max replaces kappa by at most 1/tau
and adds a variational truncation error.
Model: one-dimensional LAPW basis, period a, square well -V0 in |x| < R,
linearization energy E_lin, h = hbar^2/(2 m). Energies in eV, lengths in nm.
Reference solutions of the same matrices use 60-digit arithmetic.
"""
import cmath
import math
import numpy as np
from mpmath import mp, mpf
from scipy import constants as const
from scipy.linalg import solve_triangular
from scipy.optimize import brentq

mp.dps = 60
UNIT = 2.0**-53
h = mpf(const.hbar**2 / (2 * const.m_e) / const.e * 1e18)
a, R, V0, E_lin = mpf('0.4'), mpf('0.11'), mpf(10), mpf(-6)
bloch = mpf('0.15')            # Bloch vector in units of 2 pi / a
N_BIG = 35


# ---------- LAPW matrices in high precision ----------
q = mp.sqrt((E_lin + V0) / h)
dq = 1 / (2 * h * q)           # dq/dE
even = [(lambda x: mp.cos(q*x), lambda x: -q*mp.sin(q*x)),
        (lambda x: -x*mp.sin(q*x)*dq,
         lambda x: -(mp.sin(q*x) + q*x*mp.cos(q*x))*dq)]
odd = [(lambda x: mp.sin(q*x), lambda x: q*mp.cos(q*x)),
       (lambda x: x*mp.cos(q*x)*dq,
        lambda x: (mp.cos(q*x) - q*x*mp.sin(q*x))*dq)]


def inner_blocks(pair):
    """Overlap, gradient-form H and operator-form H of (u, udot) in the well."""
    over = np.empty((2, 2), dtype=object)
    grad = np.empty((2, 2), dtype=object)
    for i in range(2):
        for j in range(2):
            f, fp = pair[i]
            g, gp = pair[j]
            over[i, j] = 2 * mp.quad(lambda x: f(x)*g(x), [0, R])
            slope = 2 * mp.quad(lambda x: fp(x)*gp(x), [0, R])
            grad[i, j] = h * slope - V0 * over[i, j]
    oper = over * E_lin
    oper[:, 1] = oper[:, 1] + over[:, 0]      # H udot = E udot + u
    return over, grad, oper


def match(pair, value, slope):
    u, up = pair[0][0](R), pair[0][1](R)
    w, wp = pair[1][0](R), pair[1][1](R)
    det = u*wp - up*w
    return [(value*wp - slope*w)/det, (u*slope - up*value)/det]


half = N_BIG // 2
waves = [2*mp.pi/a*(n + bloch) for n in range(-half, half + 1)]
root_a = mp.sqrt(a)
coef_even = np.array([match(even, mp.cos(K*R)/root_a, -K*mp.sin(K*R)/root_a)
                      for K in waves], dtype=object)
coef_odd = np.array([match(odd, mp.sin(K*R)/root_a, K*mp.cos(K*R)/root_a)
                     for K in waves], dtype=object)
outside = np.empty((N_BIG, N_BIG), dtype=object)
kin_grad = np.empty((N_BIG, N_BIG), dtype=object)
kin_oper = np.empty((N_BIG, N_BIG), dtype=object)
for i in range(N_BIG):
    for j in range(N_BIG):
        g = 2*mp.pi/a*(j - i)
        outside[i, j] = 1 - 2*R/a if i == j else -2*mp.sin(g*R)/(g*a)
        kin_grad[i, j] = h*waves[i]*waves[j]*outside[i, j]
        kin_oper[i, j] = h*waves[j]**2*outside[i, j]
S_big, H_big, H_oper = outside, kin_grad, kin_oper
for pair, coef in ((even, coef_even), (odd, coef_odd)):
    over, grad, oper = inner_blocks(pair)
    S_big = S_big + coef @ over @ coef.T
    H_big = H_big + coef @ grad @ coef.T
    H_oper = H_oper + coef @ oper @ coef.T


def biggest(array):
    return max(abs(x) for x in np.ravel(array))


# gradient form and operator form agree because the slopes are continuous
assert biggest(H_big - H_oper) < mpf(10)**-40 * biggest(H_big)


# ---------- high-precision linear algebra ----------
def forward(L, B):
    X = B.copy()
    for i in range(len(L)):
        X[i] = X[i] / L[i, i]
        if i + 1 < len(L):
            X[i+1:] = X[i+1:] - np.multiply.outer(L[i+1:, i], X[i])
    return X


def cholesky_mp(S):
    W, n = S.copy(), len(S)
    L = np.array([[mpf(0)]*n for _ in range(n)], dtype=object)
    for j in range(n):
        L[j:, j] = W[j:, j] / mp.sqrt(W[j, j])
        if j + 1 < n:
            col = L[j+1:, j]
            W[j+1:, j+1:] = W[j+1:, j+1:] - np.multiply.outer(col, col)
    return L


def sym_eig(A):
    E, Q = mp.eigsy(mp.matrix(A.tolist()))
    return (np.array(list(E), dtype=object),
            np.array(Q.tolist(), dtype=object))


def sym_values(A):
    E = mp.eigsy(mp.matrix(A.tolist()), eigvals_only=True)
    return np.array(list(E), dtype=object)


def pencil_mp(H, S):
    """Eigenvalues and S-normalized vectors, checked in H c = eps S c."""
    L = cholesky_mp(S)
    eps, Y = sym_eig(forward(L, forward(L, H).T.copy()))
    C = forward(L.T[::-1, ::-1], Y[::-1].copy())[::-1]
    residual = H @ C - (S @ C) * eps
    assert biggest(residual) < mpf(10)**-20 * biggest(H)
    return eps, C


# ---------- double-precision methods ----------
def cholesky_method(H, S):
    L = np.linalg.cholesky(S)
    X = solve_triangular(L, H, lower=True)
    A = solve_triangular(L, X.T, lower=True)
    return np.linalg.eigvalsh((A + A.T) / 2)


def canonical_method(H, S, tau):
    s, V = np.linalg.eigh(S)
    keep = s > tau * s[-1]
    X = V[:, keep] / np.sqrt(s[keep])
    A = X.T @ H @ X
    return np.linalg.eigvalsh((A + A.T) / 2)


def errors(values, reference):
    return np.array([float(abs(mpf(float(v)) - r))
                     for v, r in zip(values, reference)])


print(f"hbar^2/(2m) = {float(h):.8f} eV nm^2")
print(f"period a = {float(a):.2f} nm, well half-width R = {float(R):.2f} nm")
print(f"well depth V0 = {float(V0):.1f} eV, E_lin = {float(E_lin):.1f} eV")
print(f"Bloch vector = {float(bloch):.2f} * 2 pi/a")
print(f"unit roundoff u = {UNIT:.3e}")

# ---------- growth of the errors with the condition number ----------
print("Nested bases; amp = s_max*|c|^2; errors against 60 digits")
rows = []
for n in range(5, N_BIG, 2):
    cut = slice((N_BIG - n)//2, (N_BIG + n)//2)
    H, S = H_big[cut, cut].copy(), S_big[cut, cut].copy()
    s, V = sym_eig(S)
    kappa = float(s[-1] / s[0])
    if kappa > 1e13:
        break
    eps, C = pencil_mp(H, S)
    # both reductions are equivalent before rounding
    X = V / np.array([mp.sqrt(x) for x in s], dtype=object)
    assert biggest(sym_values(X.T @ H @ X) - eps) < mpf(10)**-20 * biggest(eps)
    amp = np.array([float(x) for x in (C*C).sum(axis=0) * s[-1]])
    assert kappa/n*(1 - 1e-10) <= amp.max() <= kappa*(1 + 1e-10)
    top = float(biggest(eps))
    Hd, Sd = H.astype(float), S.astype(float)
    err_chol = errors(cholesky_method(Hd, Sd), eps)
    all_kept = canonical_method(Hd, Sd, 0.0)
    assert len(all_kept) == n
    err_can = errors(all_kept, eps)
    # N^2 covers the sums of rounding errors over matrix elements
    limit = n**2 * UNIT * kappa * top
    assert err_chol.max() < limit and err_can.max() < limit
    rows.append((kappa, err_chol.max()/top, err_can.max()/top))
    print(f"N={n:2d} s_min={float(s[0]):.2e} s_max={float(s[-1]):.2f} "
          f"kappa={kappa:.2e} max|eps|={top:.1f} eV")
    print(f"   amp: largest {amp.max():.2e}, lowest state {amp[0]:.2e}")
    print(f"   max error: Cholesky {err_chol.max():.1e} eV, "
          f"canonical, all kept {err_can.max():.1e} eV")
    print(f"   lowest-state error: Cholesky {err_chol[0]:.1e} eV, "
          f"canonical {err_can[0]:.1e} eV")
    if n == 9:
        sample = (H, S, s, eps, C, amp, kappa)
assert len(rows) >= 5
logs = np.log10(np.array(rows))
slope_chol = np.polyfit(logs[:, 0], logs[:, 1], 1)[0]
slope_can = np.polyfit(logs[:, 0], logs[:, 2], 1)[0]
# rounding errors scatter, so the exponent is only near one
assert 0.7 < slope_chol < 1.3 and 0.7 < slope_can < 1.3
print(f"exponent of max error/max|eps| in kappa: Cholesky {slope_chol:.2f}, "
      f"canonical {slope_can:.2f}")

# ---------- controlled perturbations of the N = 9 matrices ----------
H, S, s, eps, C, amp, kappa = sample
worst = int(np.argmax(amp))
eta = mpf(10)**-6 / mpf(kappa)
c = C[:, worst]
dS = np.multiply.outer(c, c) * (eta * s[-1] / (c @ c))
shift = pencil_mp(H, S + dS)[0][worst] - eps[worst]
predicted = -eps[worst] * eta * s[-1] * (c @ c)
assert abs(shift/predicted - 1) < 1e-3
print(f"N=9 aligned change of S, relative size {float(eta):.2e}:")
print(f"   state {worst + 1}, eps = {float(eps[worst]):.3f} eV, "
      f"shift {float(shift):.5e} eV, first order {float(predicted):.5e} eV")

rng = np.random.default_rng(1)
eta = mpf('0.1') / mpf(kappa)
norm_H, norm_S = biggest(sym_values(H)), s[-1]
largest_ratio = 0.0
for _ in range(5):
    noise = []
    for _ in range(2):
        B = rng.standard_normal((9, 9))
        B = B + B.T
        noise.append((B / np.linalg.norm(B, 2)).astype(object))
    moved = pencil_mp(H + noise[0]*(eta*norm_H), S + noise[1]*(eta*norm_S))[0]
    for old, new in zip(eps, moved):
        bound = eta*(norm_H + abs(old)*norm_S) / (s[0] - eta*norm_S)
        largest_ratio = max(largest_ratio, float(abs(new - old)/bound))
assert largest_ratio <= 1
print(f"N=9 random changes, size 0.1/kappa: largest shift/bound = "
      f"{largest_ratio:.3f}")

# ---------- large basis: breakdown and canonical truncation ----------
s, V = sym_eig(S_big)
eps, C = pencil_mp(H_big, S_big)
Hd, Sd = H_big.astype(float), S_big.astype(float)
try:
    np.linalg.cholesky(Sd)
    broke_down = False
except np.linalg.LinAlgError:
    broke_down = True
assert broke_down
negative = int((np.linalg.eigvalsh(Sd) < 0).sum())
print(f"N={N_BIG}: s_min={float(s[0]):.2e}, kappa={float(s[-1]/s[0]):.2e}, "
      f"max|eps|={float(biggest(eps)):.1f} eV")
print(f"   double-precision Cholesky breaks down: {broke_down}; "
      f"negative computed s: {negative}")

ground = C[:, 0]
previous = None
for tau in (1e-3, 1e-6, 1e-9, 1e-12):
    keep = np.array([bool(x > tau*s[-1]) for x in s])
    X = V[:, keep] / np.array([mp.sqrt(x) for x in s[keep]], dtype=object)
    ritz = sym_values(X.T @ H_big @ X)
    truncation = ritz[0] - eps[0]
    lost = V[:, ~keep] @ (V[:, ~keep].T @ ground)
    lost_norm = lost @ S_big @ lost
    bound = (lost @ H_big @ lost - eps[0]*lost_norm) / (1 - lost_norm)
    tiny = mpf(10)**-25
    assert -tiny <= truncation <= bound + tiny
    assert all(r >= e - tiny for r, e in zip(ritz, eps))
    assert previous is None or truncation <= previous + tiny
    previous = truncation
    computed = canonical_method(Hd, Sd, tau)
    assert len(computed) == int(keep.sum())
    rounding = errors(computed, ritz)
    kappa_kept = float(s[-1] / s[keep][0])
    assert kappa_kept < 1/tau
    assert rounding.max() < N_BIG**2 * UNIT * kappa_kept * float(biggest(eps))
    print(f"tau={tau:.0e}: kept {int(keep.sum())}, "
          f"kappa of kept part {kappa_kept:.2e}")
    print(f"   lowest state: truncation {float(truncation):.2e} eV "
          f"(bound {float(bound):.2e} eV), rounding {rounding[0]:.1e} eV")
    print(f"   largest rounding error of any state {rounding.max():.1e} eV")


# ---------- independent physical check: Kronig-Penney condition ----------
def kronig_penney(E):
    hf, af, wf = float(h), float(a), 2*float(R)
    inside = math.sqrt((E + float(V0)) / hf)
    outer = cmath.sqrt(E / hf)
    gap = af - wf
    value = (math.cos(inside*wf)*cmath.cos(outer*gap)
             - (inside**2 + outer**2)/(2*inside*outer)
             * math.sin(inside*wf)*cmath.sin(outer*gap))
    return value.real - math.cos(2*math.pi*float(bloch))


E_left = -float(V0) + 0.01
while kronig_penney(E_left)*kronig_penney(E_left + 0.05) > 0:
    E_left += 0.05
E_exact = brentq(kronig_penney, E_left, E_left + 0.05, xtol=1e-13)
excess = float(eps[0]) - E_exact
assert -1e-9 < excess < 0.05
print(f"lowest level: LAPW N={N_BIG} {float(eps[0]):.8f} eV, "
      f"Kronig-Penney {E_exact:.8f} eV")
print(f"   LAPW minus Kronig-Penney = {excess:.2e} eV")
print("checks complete")
```

Running it gives:

```
hbar^2/(2m) = 0.03809982 eV nm^2
period a = 0.40 nm, well half-width R = 0.11 nm
well depth V0 = 10.0 eV, E_lin = -6.0 eV
Bloch vector = 0.15 * 2 pi/a
unit roundoff u = 1.110e-16
Nested bases; amp = s_max*|c|^2; errors against 60 digits
N= 5 s_min=3.78e-02 s_max=3.20 kappa=8.45e+01 max|eps|=49.8 eV
   amp: largest 7.22e+01, lowest state 4.32e+00
   max error: Cholesky 1.3e-13 eV, canonical, all kept 2.3e-14 eV
   lowest-state error: Cholesky 7.6e-15 eV, canonical 5.7e-15 eV
N= 7 s_min=3.58e-04 s_max=5.41 kappa=1.51e+04 max|eps|=154.8 eV
   amp: largest 1.38e+04, lowest state 8.47e+00
   max error: Cholesky 1.7e-11 eV, canonical, all kept 4.3e-11 eV
   lowest-state error: Cholesky 7.6e-15 eV, canonical 3.0e-15 eV
N= 9 s_min=4.27e-06 s_max=12.26 kappa=2.87e+06 max|eps|=348.6 eV
   amp: largest 2.69e+06, lowest state 2.25e+01
   max error: Cholesky 9.2e-10 eV, canonical, all kept 1.1e-08 eV
   lowest-state error: Cholesky 1.9e-14 eV, canonical 1.6e-15 eV
N=11 s_min=5.97e-08 s_max=16.56 kappa=2.77e+08 max|eps|=652.7 eV
   amp: largest 2.68e+08, lowest state 4.32e+01
   max error: Cholesky 1.0e-06 eV, canonical, all kept 1.2e-07 eV
   lowest-state error: Cholesky 1.1e-14 eV, canonical 1.5e-14 eV
N=13 s_min=9.16e-10 s_max=34.36 kappa=3.75e+10 max|eps|=1102.5 eV
   amp: largest 3.65e+10, lowest state 2.59e+02
   max error: Cholesky 2.9e-05 eV, canonical, all kept 1.6e-04 eV
   lowest-state error: Cholesky 1.4e-14 eV, canonical 1.4e-14 eV
N=15 s_min=1.48e-11 s_max=38.32 kappa=2.58e+12 max|eps|=1747.4 eV
   amp: largest 2.43e+12, lowest state 2.81e+03
   max error: Cholesky 6.1e-03 eV, canonical, all kept 2.2e-02 eV
   lowest-state error: Cholesky 1.1e-13 eV, canonical 1.6e-13 eV
exponent of max error/max|eps| in kappa: Cholesky 0.87, canonical 0.95
N=9 aligned change of S, relative size 3.48e-13:
   state 9, eps = 348.641 eV, shift -3.26303e-04 eV, first order -3.26303e-04 eV
N=9 random changes, size 0.1/kappa: largest shift/bound = 0.412
N=35: s_min=4.92e-29, kappa=1.16e+31, max|eps|=35678.4 eV
   double-precision Cholesky breaks down: True; negative computed s: 3
tau=1e-03: kept 18, kappa of kept part 8.53e+02
   lowest state: truncation 3.37e+00 eV (bound 4.77e+00 eV), rounding 4.7e-14 eV
   largest rounding error of any state 8.0e-11 eV
tau=1e-06: kept 20, kappa of kept part 8.94e+04
   lowest state: truncation 2.96e-02 eV (bound 3.25e-02 eV), rounding 1.4e-14 eV
   largest rounding error of any state 1.0e-08 eV
tau=1e-09: kept 23, kappa of kept part 5.92e+08
   lowest state: truncation 3.36e-06 eV (bound 3.64e-06 eV), rounding 6.8e-14 eV
   largest rounding error of any state 4.8e-05 eV
tau=1e-12: kept 25, kappa of kept part 3.91e+11
   lowest state: truncation 9.59e-07 eV (bound 1.04e-06 eV), rounding 3.4e-13 eV
   largest rounding error of any state 1.2e-02 eV
lowest level: LAPW N=35 -7.12041960 eV, Kronig-Penney -7.12045993 eV
   LAPW minus Kronig-Penney = 4.03e-05 eV
checks complete
```
